\section*{Hybrid and Local-Energy Weight Updates in Phaseless AFQMC}

\section{Two weights for one step}

In auxiliary-field quantum Monte Carlo, interacting electrons are replaced by independent electrons moving in random fields. A walker is a Slater determinant $|\phi\rangle$ with a weight $W$. During an imaginary-time step $\tau$ (in the program, \texttt{dt}) a field is drawn, the orbitals are propagated, and the weight is updated. The hybrid update uses the ratio of overlaps with a trial state $|T\rangle$ before and after the step. The local-energy update uses $e^{-\tau E_L}$, which does not contain the sampled field. The question is why a field-dependent factor may be replaced by a field-independent one, and at what cost.

The answer has two parts. Before any phaseless projection, the field average of the hybrid factor is $e^{-\tau E_L}+O(\tau^2)$ for any force bias. The optimal bias also removes the $O(\sqrt\tau)$ fluctuation, and this makes the replacement legitimate inside a simulation.

\section{Hamiltonian and importance function}

Let
\begin{equation}
H=h+\tfrac12\sum_g L_g^2 ,
\end{equation}
with $h$ and $L_g$ Hermitian one-body operators in a finite orbital basis. One-body terms from reordering the interaction are included in $h$. With the trial means $l_g=\langle T|L_g|T\rangle/\langle T|T\rangle$, define $v_g=i(L_g-l_g)$. Since $-\tfrac12v_g^2=\tfrac12L_g^2-l_gL_g+\tfrac12l_g^2$,
\begin{equation}
H=K-\tfrac12\sum_g v_g^2,\qquad
K=h+\sum_g l_gL_g-\tfrac12\sum_g l_g^2 .
\label{H}
\end{equation}
For real fields $y_g$ with standard normal density $p(y)\propto e^{-y\cdot y/2}$, take
\begin{equation}
B(y)=e^{-\tau K/2}\,e^{\sqrt\tau\,y\cdot v}\,e^{-\tau K/2}.
\end{equation}
The dot product is $a\cdot b=\sum_g a_gb_g$, without complex conjugation.

The sampled state is represented by terms $W|\phi\rangle/\langle T|\phi\rangle$. Substituting $y=x-\bar x$ in the field integral gives
\begin{equation}
\int\! dy\,p(y)B(y)|\phi\rangle
=\int\! dx\,p(x)\,\frac{p(x-\bar x)}{p(x)}\,B(x-\bar x)|\phi\rangle .
\label{shift}
\end{equation}
So $x$ is drawn from $p$, and the new walker is $|\phi'\rangle=B(x-\bar x)|\phi\rangle$. Writing the result as $W'|\phi'\rangle/\langle T|\phi'\rangle$ requires $W'=W\,I(x)$ with
\begin{equation}
I(x)=e^{x\cdot\bar x-\frac12\bar x\cdot\bar x}\,R,\qquad
R=\frac{\langle T|B(x-\bar x)|\phi\rangle}{\langle T|\phi\rangle}.
\label{I}
\end{equation}
The exponential is $p(x-\bar x)/p(x)$: the exponent is $-\tfrac12(x-\bar x)\cdot(x-\bar x)+\tfrac12x\cdot x$.

The shift $\bar x$ may depend on $\phi$ but not on $x$, and it may be complex. For complex $\bar x$, (\ref{shift}) is a shift of the integration contour. It is allowed because in a finite basis the matrix elements of $B(y)$ are entire functions of $y$ that grow at most like $e^{c|y|}$, while $p$ decays as a Gaussian.

\section{The field average}

Denote a mixed estimate by $\langle A\rangle=\langle T|A|\phi\rangle/\langle T|\phi\rangle$; the local energy is $E_L=\langle H\rangle$. By (\ref{shift}), the average of $I$ over $p(x)$, written $\mathbb E[I]$, equals $\langle\int p(y)B(y)dy\rangle$. It is independent of $\bar x$.

To evaluate it, let $S=\sum_gv_g^2$. Odd Gaussian moments vanish, and
$\mathbb E[y_ay_b]=\delta_{ab}$,
$\mathbb E[y_ay_by_cy_d]=\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}$. Hence
\begin{align}
\mathbb E\big[e^{\sqrt\tau y\cdot v}\big]
&=1+\frac{\tau}{2}S+\frac{\tau^2}{24}\sum_{ab}
\big(v_a^2v_b^2+v_av_bv_av_b+v_av_b^2v_a\big)+O(\tau^3)\nonumber\\
&=1+\frac{\tau}{2}S+\frac{\tau^2}{8}S^2+\tau^2D+O(\tau^3),\\
D&=\frac1{24}\sum_{ab}\big(v_av_bv_av_b+v_av_b^2v_a-2v_a^2v_b^2\big).
\end{align}
The operator $D$ vanishes if the $v_g$ commute. Multiplying by $e^{-\tau K/2}$ on both sides gives, at second order apart from $D$,
\begin{equation}
\tfrac12K^2-\tfrac14(KS+SK)+\tfrac18S^2=\tfrac12\big(K-\tfrac12S\big)^2=\tfrac12H^2 .
\end{equation}
The first order is $-K+\tfrac12S=-H$. Therefore
\begin{equation}
\mathbb E[I]=1-\tau E_L+\tau^2\big(\tfrac12\langle H^2\rangle+\langle D\rangle\big)+O(\tau^3),
\end{equation}
and subtracting $e^{-\tau E_L}=1-\tau E_L+\tfrac12\tau^2E_L^2+O(\tau^3)$,
\begin{equation}
\mathbb E[I]-e^{-\tau E_L}=\tau^2\Big[\tfrac12\big(\langle H^2\rangle-E_L^2\big)+\langle D\rangle\Big]+O(\tau^3).
\label{gap}
\end{equation}
The equality of the average and $e^{-\tau E_L}$ is thus a first-order statement.

\section{Expansion for each field}

Set $\bar x=\sqrt\tau\,b$ and $\bar v_g=\langle v_g\rangle$. Through first order in $\tau$,
\begin{equation}
B(x-\bar x)=1+\sqrt\tau\,x\cdot v+\tau\big[-b\cdot v+\tfrac12(x\cdot v)^2-K\big]+O(\tau^{3/2}).
\end{equation}
Take the mixed estimate and use $\ln(1+u)=u-\tfrac12u^2+\dots$. The square of the $\sqrt\tau$ term contributes $-\tfrac\tau2(x\cdot\bar v)^2$, which turns the second moment into a covariance:
\begin{align}
\ln R&=\sqrt\tau\,x\cdot\bar v+\tau\big[-b\cdot\bar v-\langle K\rangle+\tfrac12x^{T}Cx\big]+O(\tau^{3/2}),\\
C_{gg'}&=\tfrac12\langle v_gv_{g'}+v_{g'}v_g\rangle-\bar v_g\bar v_{g'} .
\end{align}
Adding the density exponent $\sqrt\tau\,x\cdot b-\tfrac\tau2b\cdot b$ gives
\begin{equation}
\ln I=\sqrt\tau\,x\cdot(b+\bar v)
+\tau\big[-\langle K\rangle-b\cdot\bar v-\tfrac12b\cdot b+\tfrac12x^{T}Cx\big]+O(\tau^{3/2}).
\label{general}
\end{equation}
The first term has standard deviation $\sqrt\tau\,(\sum_g|b_g+\bar v_g|^2)^{1/2}$. It vanishes for $b=-\bar v$, the optimal force bias:
\begin{equation}
\bar x_g=-\sqrt\tau\,\langle v_g\rangle .
\label{bias}
\end{equation}
Then $-b\cdot\bar v-\tfrac12b\cdot b=\bar v\cdot\bar v-\tfrac12\bar v\cdot\bar v=\tfrac12\bar v\cdot\bar v$. From (\ref{H}) and $\sum_g\langle v_g^2\rangle=\mathrm{tr}\,C+\bar v\cdot\bar v$,
\begin{equation}
E_L=\langle K\rangle-\tfrac12\bar v\cdot\bar v-\tfrac12\mathrm{tr}\,C .
\label{EL}
\end{equation}
Eliminating $\langle K\rangle$ yields the central result,
\begin{equation}
\ln I=-\tau E_L+\tau q(x)+O(\tau^{3/2}),\qquad
q=\tfrac12\big(x^{T}Cx-\mathrm{tr}\,C\big).
\label{main}
\end{equation}
Because $\mathbb E[x_gx_{g'}]=\delta_{gg'}$, $\mathbb E[q]=0$. The fourth moments give $\mathbb E|q|^2=\tfrac12\sum_{gg'}|C_{gg'}|^2$.

The remainder $O(\tau^{3/2})$ does not spoil the $O(\tau^2)$ error of the average. At fixed $b$, $I$ is unchanged when $\sqrt\tau$ and $x$ both change sign. Odd powers of $\sqrt\tau$ therefore carry odd functions of $x$, whose averages vanish.

Averaging $\ln I$ is a different operation from averaging $I$. With $c=b+\bar v$, (\ref{general}) and (\ref{EL}) give
\begin{equation}
\mathbb E[\ln I]=-\tau\big(E_L+\tfrac12c\cdot c\big)+O(\tau^2).
\label{log}
\end{equation}
Only at $c\cdot c=0$, and in particular at the optimal bias, does the mean logarithm give $-\tau E_L$ to first order.

\section{Why the bias matters for the replacement}

A simulation needs averages of $I$ times properties of the new walker. Let $f(\phi')=f_0+\sqrt\tau\,x\cdot a+O(\tau)$ be smooth. Before any phaseless projection, (\ref{general}) gives
\begin{equation}
\mathbb E[I f]-e^{-\tau E_L}\mathbb E[f]=\tau\,c\cdot a+O(\tau^2).
\end{equation}
The term $\tau\,c\cdot a$ is the correlation between the weight noise and the walker displacement. If $c\neq0$, the replacement makes an $O(\tau)$ error in each step for every $f$ with $c\cdot a\neq0$. Over $\beta/\tau$ steps such errors can add up to an amount that does not vanish with $\tau$. With $c=0$ the error per step is $O(\tau^2)$.

The expansion needs $\sqrt\tau|\bar v|\ll1$ and $\tau|C|\ll1$. Both can fail near $\langle T|\phi\rangle=0$, where mixed estimates can diverge. A cap on $\bar x$ that depends on $\phi$ alone preserves $\mathbb E[I]$, but while it acts $c\ne0$, and the local-energy replacement loses its justification.

\section{Phaseless updates}

Let $\Delta\theta=\arg R$. The two projected factors are
\begin{align}
w_{\rm hyb}&=|I|\max(0,\cos\Delta\theta),\\
w_{\rm loc}&=e^{-\tau\,\mathrm{Re}E_L}\max(0,\cos\Delta\theta).
\end{align}
At optimal bias, (\ref{main}) gives $|I|e^{\tau\mathrm{Re}E_L}-1=\tau\,\mathrm{Re}\,q+\tau^{3/2}r(x)+O(\tau^2)$ with $r$ odd. Multiply this by $\cos\Delta\theta\,f(\phi')$, whose $\sqrt\tau$ term is odd in $x$. The order $\tau$ vanishes since $\mathbb E[q]=0$, and the order $\tau^{3/2}$ vanishes by parity. Hence
\begin{equation}
\mathbb E[w_{\rm hyb}f]-\mathbb E[w_{\rm loc}f]=O(\tau^2).
\end{equation}
The cut at zero does not enter at this order: away from zero overlap, $|\Delta\theta|>\pi/2$ needs $|x|\sim1/\sqrt\tau$, which is exponentially rare. Replacing one update by the other step by step over a fixed time $\beta$ gives a total difference $O(\tau)$, provided that the coefficients stay bounded along the paths. The two schemes then have the same limit, and any bias from the phaseless projection is common to both.

At optimal bias, unless $\mathrm{Im}\,\bar v=0$, neither projected average equals $e^{-\tau\mathrm{Re}E_L}$ to first order. For real $x$, $\Delta\theta=\sqrt\tau\,x\cdot\mathrm{Im}\,\bar v+O(\tau)$, so
\begin{equation}
1-\mathbb E[\cos\Delta\theta]=\frac\tau2\sum_g(\mathrm{Im}\,\bar v_g)^2+O(\tau^2).
\label{cos}
\end{equation}
This shows the role of the subtraction of $l_g$. Since $\mathrm{Im}\,\bar v_g=\mathrm{Re}\langle L_g\rangle-l_g$, the loss is small when the walker resembles the trial state.

Taking the modulus removes part of the freedom in the choice of bias. Since $p(x)|I|=|p(x-\bar x)|\,|R|$, and $R$ and $\phi'$ depend on $x$ only through $x-\bar x$, a change of $\mathrm{Re}\,\bar x$ is absorbed by a real change of variable and leaves $\mathbb E[w_{\rm hyb}f]$ exactly unchanged. A change of $\mathrm{Im}\,\bar x$ is not absorbed in this way. From (\ref{log}), $\mathbb E[\ln|I|]=-\tau[\mathrm{Re}E_L+\tfrac12|\mathrm{Re}\,c|^2-\tfrac12|\mathrm{Im}\,c|^2]$ to first order. The noise $\sqrt\tau\,x\cdot\mathrm{Re}\,c$ adds $\tfrac\tau2|\mathrm{Re}\,c|^2$ on exponentiation, so
\begin{equation}
\mathbb E|I|=1-\tau\,\mathrm{Re}E_L+\tfrac\tau2|\mathrm{Im}\,c|^2+O(\tau^2).
\end{equation}
A capped bias can therefore change phaseless weights already at first order, although it leaves $\mathbb E[I]$ unchanged.

\section{Formulas for determinants}

For each spin let $\Psi$ and $\Phi$ hold the trial and walker orbitals in an orthonormal basis, as columns, and let $M=\Psi^\dagger\Phi$. The exponential of a one-body operator with matrix $A$ acts on every electron alike, so it maps $\Phi$ to $e^A\Phi$. The overlap ratio is $\det[M^{-1}\Psi^\dagger e^A\Phi]$. With $\ln\det(1+X)=\mathrm{tr}X-\tfrac12\mathrm{tr}X^2+\dots$ and
\begin{equation}
P=\Phi M^{-1}\Psi^\dagger ,
\end{equation}
the logarithm of the ratio is, through second order,
\begin{equation}
\mathrm{tr}(PA)+\tfrac12\mathrm{tr}(PA^2)-\tfrac12\mathrm{tr}(PAPA)
=\mathrm{tr}(PA)+\tfrac12\mathrm{tr}[PA(1-P)A].
\end{equation}
The two orders are the mixed mean and half the mixed variance. Inserting $A=i\sum_gx_gL_g$ and adding the scalar $-il_g$ to the mean gives
\begin{align}
\bar v_g&=i\Big(\sum_\sigma\mathrm{tr}[P_\sigma L_g]-l_g\Big),\\
C_{gg'}&=-\tfrac12\sum_\sigma\mathrm{tr}\big[P_\sigma L_g(1-P_\sigma)L_{g'}+(g\leftrightarrow g')\big].
\end{align}

A hybrid step then runs as follows.
\begin{enumerate}
\item Compute $P_\sigma$, $\bar v$ and $\bar x=-\sqrt\tau\,\bar v$.
\item Draw $x$ from $p$ and propagate the orbitals with $B(x-\bar x)$.
\item Compute $R$ including the scalar parts of $K$ and $v_g$. The latter give the factor $e^{-i\sqrt\tau(x-\bar x)\cdot l}$, which affects $\Delta\theta$.
\item Form $I$ from (\ref{I}) and multiply $W$ by $w_{\rm hyb}$.
\end{enumerate}
This step needs $\bar v$ but not $C$. The local-energy update also needs $E_L$, and hence $\mathrm{tr}\,C$.

\section{Worked example}

The model has three orbitals, two spin-up electrons and one spin-down electron. Its parameters are round numbers, with energies in hartree (Ha):
\begin{align}
h&=\begin{pmatrix}-1&-0.2&0\\-0.2&-0.5&-0.2\\0&-0.2&0.2\end{pmatrix},\quad
L_1=\begin{pmatrix}0.6&0.2&0.1\\0.2&0.5&0.2\\0.1&0.2&0.4\end{pmatrix},\nonumber\\
L_2&=\begin{pmatrix}0.3&-0.2&0.2\\-0.2&-0.1&0.3\\0.2&0.3&-0.2\end{pmatrix}.
\end{align}
The trial orbitals are $(1,0.2,0)$ and $(0,1,0.3)$ for spin up, and $(1,0.3,0.1)$ for spin down. The walker has $(1,0.3+0.2i,0.1)$ and $(0.1i,1,0.2-0.3i)$ for spin up, and $(1,0.1+0.3i,0.2-0.2i)$ for spin down. The mixed estimates are
\begin{align}
\bar v&=(0.02087-0.02344i,\;0.17523+0.06061i)\ \mathrm{Ha}^{1/2},\nonumber\\
C_{11}&=-0.07247-0.00861i,\quad C_{12}=-0.02509-0.05144i,\nonumber\\
C_{22}&=-0.22783-0.08896i\quad(\mathrm{Ha}).
\end{align}
Equation (\ref{EL}) gives, in Ha,
\begin{align}
E_L&=(-0.62935-0.16617i)-(0.01346+0.01013i)\nonumber\\
&\quad+(0.15015+0.04878i)=-0.49266-0.12751i,
\end{align}
up to rounding in the last digit.

\paragraph{One field.}
Take $\tau=0.01\ \mathrm{Ha}^{-1}$ and $x=(0.8,-1.2)$. The bias is $\bar x=(-0.00209+0.00234i,\,-0.01752-0.00606i)$, and the density exponent is $0.01922+0.00905i$. The overlap ratio $R=0.98565-0.00719i$ has logarithm $-0.01443-0.00729i$. Their sum is $\ln I=0.00479+0.00175i$, after rounding. In the expansion,
\begin{equation}
q=\tfrac12\big(0.64C_{11}-1.92C_{12}+1.44C_{22}-C_{11}-C_{22}\big)=-0.0130+0.0314i\ \mathrm{Ha},
\end{equation}
so $\tau(-E_L+q)=0.00480+0.00159i$. The difference, about $1.6\times10^{-4}$, is compatible with a remainder of order $\tau^{3/2}=10^{-3}$. Its scaling is tested over all quadrature fields: reducing $\tau$ by four reduces the rms remainder by $8.01$, against $4^{3/2}=8$.

\paragraph{Average and noise.}
At the same $\tau$,
\begin{equation}
\mathbb E[I]=1.004955+0.001278i,\qquad e^{-\tau E_L}=1.004938+0.001281i .
\end{equation}
The gap divided by $\tau^2$ extrapolates to $0.1720-0.0341i\ \mathrm{Ha}^2$, in agreement with (\ref{gap}). The term $\langle D\rangle$ supplies about $0.002\ \mathrm{Ha}^2$ of it, and half the mixed variance of $H$ the rest.

The spread of $I$ is $0.0190$ without bias and $0.0019$ with optimal bias. The leading formulas give $\sqrt\tau(\sum_g|\bar v_g|^2)^{1/2}=0.0188$ and $\tau(\tfrac12\sum|C_{gg'}|^2)^{1/2}=0.0019$. At $\tau=10^{-4}\ \mathrm{Ha}^{-1}$, $\mathbb E[\ln I]/\tau$ is $0.4927+0.1275i$ Ha with the bias and $0.4792+0.1174i$ Ha without it, as (\ref{log}) requires.

\paragraph{Projected weights.}
At $\tau=0.01\ \mathrm{Ha}^{-1}$ the mean hybrid factor is $1.004935$ and the mean local-energy factor is $1.004917$. Halving a smaller $\tau$ divides their gap by $4.00$, also when the factors are multiplied by the real local energy of the new walker. Equation (\ref{cos}) gives a cosine loss of $\tfrac12(0.02344^2+0.06061^2)=0.0021$ Ha per unit $\tau$, equal to the value computed at $\tau=10^{-4}\ \mathrm{Ha}^{-1}$. Without the subtraction, $\mathrm{Im}\,\bar v_g$ would increase by $l_g=(1.925,0.533)$, and the same formula would give about $2.0$ Ha.

\paragraph{Whole paths.}
The difference of accumulated log weights, $\sum(\ln|I|+\tau\mathrm{Re}E_L)$, receives $\tau\mathrm{Re}\,q$ from each step. These terms have zero mean given the current walker, so they are uncorrelated between steps. Their variances add to the path average of $\tau^2\sum_{\rm steps}\tfrac12\sum_{gg'}(\mathrm{Re}\,C_{gg'})^2$. This sum is $\tau$ times the integral of $\tfrac12\sum_{gg'}(\mathrm{Re}\,C_{gg'})^2$ over imaginary time, so at fixed $\beta$ the variance scales as $\tau$ and the spread as $\sqrt\tau$, provided that the paths stay away from zero overlap, where $C$ can diverge. It is proportional to $\beta$ only if the path average of that integrand does not change with time. For 500 paths of length $\beta=1\ \mathrm{Ha}^{-1}$, followed without cosine factors or removal of walkers, the spreads are $0.0213$ at $\tau=0.01$ and $0.0106$ at $\tau=0.0025\ \mathrm{Ha}^{-1}$. The predictions are $0.0215$ and $0.0107$. The mean differences, $0.0023$ and $0.0010$, are little more than twice their statistical errors, so these runs do not establish how the mean scales with $\tau$.

The numerical check obtains the mixed estimates a second time in the explicit three-electron space and the single-step field averages by Gauss--Hermite quadrature.

\section*{Table of computed values}
\begin{verbatim}
h (Ha): [[-1.0, -0.2, 0.0], [-0.2, -0.5, -0.2], [0.0, -0.2, 0.2]]
L_1 (Ha^0.5): [[0.6, 0.2, 0.1], [0.2, 0.5, 0.2], [0.1, 0.2, 0.4]]
L_2 (Ha^0.5): [[0.3, -0.2, 0.2], [-0.2, -0.1, 0.3], [0.2, 0.3, -0.2]]
trial up: [[1.0, 0.0], [0.2, 1.0], [0.0, 0.3]]  down: [1.0, 0.3, 0.1]
walker up, orbital 1: ['1.0 +0.0i', '0.3 +0.2i', '0.1 +0.0i']
walker up, orbital 2: ['0.0 +0.1i', '1.0 +0.0i', '0.2 -0.3i']
walker down: ['1.0 +0.0i', '0.1 +0.3i', '0.2 -0.2i']
trial means l_1, l_2 (Ha^0.5): 1.924634, 0.532552
norm of [L_1, L_2] (Ha): 0.2241
mixed v_1 (Ha^0.5): 0.020871 -0.023443i
mixed v_2 (Ha^0.5): 0.175230 +0.060606i
mixed K (Ha): -0.629349 -0.166165i
half v.v (Ha): 0.013459 +0.010131i
C_11 (Ha): -0.072470 -0.008613i
C_12 (Ha): -0.025086 -0.051440i
C_22 (Ha): -0.227831 -0.088955i
half trace C (Ha): -0.150151 -0.048784i
local energy E_L (Ha): -0.492657 -0.127512i
example time step (1/Ha): 0.01
optimal shift xbar_1: -0.002087 +0.002344i
optimal shift xbar_2: -0.017523 -0.006061i
sample field x: [0.8, -1.2]
sample overlap ratio: 0.985646 -0.007189i
sample I: 1.004802 +0.001762i
sample ln I: 0.004792 +0.001753i
sample ln I, expansion: 0.004797 +0.001589i
ln I residual, dt 0.004 / dt 0.001: 8.011
dt=0.04 (1/Ha): mean I = 1.02016772 +0.00514738i
   exp(-dt E_L) = 1.01988848 +0.00520197i; gap/dt^2 (Ha^2) = 0.17452 -0.03412i
dt=0.02 (1/Ha): mean I = 1.00996787 +0.00256184i
   exp(-dt E_L) = 1.00989857 +0.00257549i; gap/dt^2 (Ha^2) = 0.17326 -0.03412i
dt=0.01 (1/Ha): mean I = 1.00495518 +0.00127801i
   exp(-dt E_L) = 1.00493791 +0.00128142i; gap/dt^2 (Ha^2) = 0.17263 -0.03412i
gap/dt^2 extrapolated (Ha^2): 0.17200 -0.03411i
gap/dt^2 formula (Ha^2): 0.17201 -0.03411i
   half mixed variance of H (Ha^2): 0.17011 -0.03402i
   ordering term D (Ha^2): 0.00190 -0.00009i
spread of I at dt=0.01, no bias: 0.018950
spread of I at dt=0.01, optimal: 0.001921
mean ln I / dt at dt=0.0001, no bias (Ha): 0.47921 +0.11738i
mean ln I / dt at dt=0.0001, optimal (Ha): 0.49267 +0.12751i
projected mean at dt=0.01, hybrid: 1.00493469
projected mean at dt=0.01, local energy: 1.00491703
exp(-dt Re E_L) at dt=0.01: 1.00493873
cosine loss/dt (Ha): 0.002112; formula: 0.002111
projected gap ratio on halving dt: 4.002
same, times new local energy: 4.004
paths: 500, length beta = 1.0 (1/Ha)
dt=0.01: log-weight difference mean 0.002322,
   spread 0.021310, predicted spread 0.021458
dt=0.0025: log-weight difference mean 0.001047,
   spread 0.010622, predicted spread 0.010698
spread ratio for dt reduced by 4: 2.006
\end{verbatim}
